# Self-Energy of a Static Charge: Residual Mass and Field Anomalous Dimension

## A gauge-dependent energy with a gauge-independent limit

Take an infinitely heavy unit charge at rest, and let it couple to photons whose propagator is cut off smoothly at \(\Lambda=100\) keV. At an energy 1 keV below the threshold for a charge at rest, its self-energy to first order in \(\alpha\) is 191.43 eV in Landau gauge, 195.09 eV in Feynman gauge and 202.43 eV in the covariant gauge \(\xi=3\). As the energy approaches threshold, all three values tend to 205.85 eV. The common limit is a mass shift. The differences vanish at threshold. With \(E\) the distance below threshold, their leading terms are proportional to \(E\ln(\Lambda/E)\) and \(E\). The cutoff dependence of these terms is absorbed in the gauge-dependent normalization of the charged field, while their energy dependence remains in the propagator below threshold.

## The static propagator

We use \(\hbar=c=1\) and \(e^2=4\pi\alpha\). Once the large rest energy has been removed from the phase of the field \(h\), the Lagrangian of the static charge is

\[
\mathcal L=h^\dagger(iD_t-m_0)h , \tag{1}
\]

where \(m_0\) is the bare residual mass. Recoil is absent, so all energies must be small compared with the particle's mass. Light charged fields are also absent. The photons are therefore free, and neither \(\alpha\) nor the gauge parameter \(\xi\) runs.

In Euclidean time the propagator in a given photon field obeys \((\partial_\tau+m_0+ieA_0)S=\delta(\tau)\). This first-order equation has the forward solution

\[
S_A(T)=e^{-m_0T}\exp\Big[-ie\int_0^T A_0(\tau)\,d\tau\Big],\qquad T>0 . \tag{2}
\]

The free photon field has a Gaussian distribution, for which \(\langle e^{-iX}\rangle=e^{-\langle X^2\rangle/2}\). The double time integral in \(\langle X^2\rangle\) depends only on the separation \(s\), and each separation occurs with weight \(2(T-s)\). Hence

\[
S(T)=e^{-m_0T+w(T)},\qquad w(T)=-e^2\int_0^T(T-s)\,D_{00}(s)\,ds . \tag{3}
\]

The photon propagator in momentum space is

\[
D_{\mu\nu}(k)=\frac{f(k^2)}{k^2}\Big[\delta_{\mu\nu}-(1-\xi)\frac{k_\mu k_\nu}{k^2}\Big], \tag{4}
\]

with \(\xi=0\) in Landau gauge and \(\xi=1\) in Feynman gauge. The regulator satisfies \(f(0)=1\) and falls off above \(\Lambda\). It depends on \(k^2\) alone and multiplies the whole propagator.

Let the residual energy be \(\omega=-E\) with \(E>0\). The self-energy is defined by

\[
S(E)=\int_0^\infty e^{-ET}S(T)\,dT=\frac{1}{E+m_0+\Sigma(-E)} . \tag{5}
\]

We count \(m_0\) as first order in \(\alpha\), because it will cancel a term of that order. To this order the right side is \(1/E-(m_0+\Sigma)/E^2\). On the left, \(w\) is a convolution of \(T\) with \(D_{00}\), so its Laplace transform is \(-e^2/E^2\) times that of \(D_{00}\). Comparison gives

\[
\Sigma(-E)=e^2\int_0^\infty e^{-Es}D_{00}(s)\,ds
=e^2\int\frac{d^4k}{(2\pi)^4}\,\frac{E}{E^2+k_0^2}\,D_{00}(k). \tag{6}
\]

In the second form the time integral produced \(1/(E-ik_0)\), and only its part even in \(k_0\) survives.

## The loop integral

Set \(k_0=k\cos\theta\), so that \(d^4k=4\pi k^3\sin^2\theta\,dk\,d\theta\). The prefactor is \(4\pi\alpha\cdot4\pi/(2\pi)^4=\alpha/\pi^2\), and

\[
\Sigma=\frac{\alpha}{\pi^2}\int_0^\infty dk\,k f E\,[J_0-(1-\xi)J_1], \tag{7}
\]

\[
J_0=\int_0^\pi\frac{\sin^2\theta\,d\theta}{E^2+k^2\cos^2\theta},\qquad
J_1=\int_0^\pi\frac{\sin^2\theta\cos^2\theta\,d\theta}{E^2+k^2\cos^2\theta}.
\]

Let \(R=\sqrt{k^2+E^2}\) and \(p=1/(R+E)\), so that \(R-E=k^2p\). The substitution \(t=\tan\theta\) gives \(\int_0^\pi d\theta/(E^2+k^2\cos^2\theta)=\pi/(ER)\). Writing \(k^2\sin^2\theta=R^2-(E^2+k^2\cos^2\theta)\), we obtain

\[
J_0=\frac1{k^2}\Big(\frac{\pi R}{E}-\pi\Big)=\frac{\pi p}{E}.
\]

Similarly, \(k^2\cos^2\theta=(E^2+k^2\cos^2\theta)-E^2\) gives

\[
J_1=\frac1{k^2}\Big(\frac\pi2-E^2J_0\Big)=\frac{\pi}{k^2}\Big(\frac12-Ep\Big)=\frac{\pi p^2}{2},
\]

because \(\tfrac12-Ep=(R-E)p/2=k^2p^2/2\). Therefore

\[
\Sigma(-E)=\frac\alpha\pi\int_0^\infty dk\,f(k^2)\Big[kp-(1-\xi)\frac{Ekp^2}{2}\Big]. \tag{8}
\]

For \(k\gg E\), \(p=1/k-E/k^2+E^2/(2k^3)+\dots\), and the bracket becomes

\[
1-\frac{(3-\xi)E}{2k}+\frac{(3-2\xi)E^2}{2k^2}+\dots \tag{9}
\]

The leading 1 gives a linear divergence, and the \(1/k\) term gives a logarithmic one. The number 3 in \(3-\xi\) is made of 2 from the Feynman-gauge part and 1 from the gauge term.

## The residual mass

As \(E\to0\), \(kp\to1\). The gauge term carries an extra factor \(E\), and its integral vanishes like \(E\ln(\Lambda/E)\). The threshold value is thus independent of \(\xi\):

\[
\delta m=\Sigma(0)=\frac\alpha\pi\int_0^\infty f(k^2)\,dk . \tag{10}
\]

This is an electrostatic energy, since

\[
\frac{e^2}{2}\int\frac{d^3k}{(2\pi)^3}\frac{f(k^2)}{k^2}=\frac\alpha\pi\int_0^\infty f\,dk .
\]

For \(f=e^{-k^2/\Lambda^2}\), used in the example, this is the electrostatic energy of a Gaussian charge distribution with standard deviation \(1/\Lambda\) along each axis, whose squared form factor is \(f\). The identification holds at threshold only. A rigid charge cuts off the spatial momentum, while \(f\) cuts off the four-dimensional \(k^2\), so below threshold the two differ in the finite term linear in \(E\). For this regulator

\[
\delta m=\frac{\alpha\Lambda}{2\sqrt\pi}. \tag{11}
\]

The Pauli–Villars choice \(f=\Lambda^2/(k^2+\Lambda^2)\) gives \(\alpha\Lambda/2\) instead. The coefficient of the linear divergence depends on the regulator, and so does the counterterm

\[
m_0=-\delta m , \tag{12}
\]

which puts the threshold at zero residual energy. The large rest energy removed at the start is then the physical one.

## The terms linear in \(E\)

For the Gaussian regulator the full term of order \(E\) can be found by splitting the integral at \(k=XE\), with \(X\gg1\) and \(XE\ll\Lambda\). Below the split \(f\simeq1\); above it the expansion (9) holds. With \(x=k/E\), the two integrals needed below the split are

\[
\int_0^X\Big[\frac{\sqrt{1+x^2}-1}{x}-1\Big]dx\to-1-\ln\frac X2,
\]

\[
\frac12\int_0^X\frac{x\,dx}{(1+\sqrt{1+x^2})^2}\to\frac12\Big(\ln\frac X2-\frac12\Big).
\]

The first has the antiderivative \(\sqrt{1+x^2}-\ln(1+\sqrt{1+x^2})-x\). In the second, \(u=\sqrt{1+x^2}\) gives the antiderivative \(\tfrac12[\ln(1+u)+1/(1+u)]\). Above the split we need

\[
\int_{XE}^\infty e^{-k^2/\Lambda^2}\frac{dk}{k}\to\ln\frac{\Lambda}{XE}-\frac{\gamma_E}{2},
\]

where \(\gamma_E=0.5772\) is Euler's constant. It multiplies \(-E\) in \(kp-1\) and \(+E/2\) in the gauge integral. With \(L=\ln(2E/\Lambda)+\gamma_E/2\), the sums are

\[
\int f(kp-1)\,dk\to E(L-1),\qquad
\int f\,\frac{Ekp^2}{2}\,dk\to-\frac E2\Big(L+\frac12\Big).
\]

The arbitrary \(X\) has cancelled. Inserting both in (8) gives

\[
\Sigma(-E)=\delta m+\frac{\alpha E}{2\pi}\Big[(3-\xi)L-\frac{3+\xi}{2}\Big]+O(E^2/\Lambda). \tag{13}
\]

The last term in (9) supplies the next correction. Integrating by parts,

\[
\int_{XE}^\infty e^{-k^2/\Lambda^2}\frac{dk}{k^2}\to\frac1{XE}-\frac{\sqrt\pi}{\Lambda}.
\]

The \(1/X\) piece cancels against the region below the split, which leaves

\[
\Delta\Sigma=-\frac{\alpha}{\sqrt\pi}\,\frac{(3-2\xi)E^2}{2\Lambda}. \tag{14}
\]

## The field anomalous dimension

Define

\[
A=\frac{(3-\xi)\alpha}{2\pi}. \tag{15}
\]

After mass subtraction, (5) and (13) give

\[
S(E)=\frac1E\Big[1+A\ln\frac\Lambda E+\alpha c\Big],
\]

where \(c\) is independent of \(E\) and \(\Lambda\). Let \(h_{\rm bare}=\sqrt{Z_h}\,h_{\rm ren}\), so that \(S=Z_hS_{\rm ren}\). The choice

\[
Z_h=1+A\ln\frac\Lambda\mu \tag{16}
\]

replaces \(\Lambda\) by the renormalization scale \(\mu\) in \(S_{\rm ren}\). With the convention that the anomalous dimension belongs to one field,

\[
\gamma_h=\frac12\frac{d\ln Z_h}{d\ln\mu}=-\frac A2=-\frac{(3-\xi)\alpha}{4\pi}. \tag{17}
\]

## The same factor along the world line

The factor \(3-\xi\) can also be read from the photon propagator in position space. We work in \(d\) dimensions without a regulator. The Fourier transform of \(1/k^2\) is the Green's function of \(-\nabla^2\),

\[
F(r)=C_d\,r^{2-d},\qquad C_d=\frac{\Gamma(d/2-1)}{4\pi^{d/2}} .
\]

Let \(H\) be the transform of \(1/k^4\), so \(-\nabla^2H=F\). Radial integration gives \(r^{d-1}H'=-C_dr^2/2\), and hence \(H''=C_d(d-3)r^{2-d}/2\). Since \(k_0^2\) becomes \(-\partial_0^2\), the time-time component on the world line is \(F+(1-\xi)H''\):

\[
D_{00}(s)=C_d\,s^{2-d}\Big[1+\frac{(1-\xi)(d-3)}2\Big]
\;\xrightarrow{d=4}\;\frac{3-\xi}{8\pi^2s^2}. \tag{18}
\]

With the regulator, the four-dimensional form holds for \(s\gg1/\Lambda\). At \(\xi=3\) the two parts cancel there, and the logarithm disappears.

Simply discarding separations \(s<a\) in (6) would give the linear term \((3-\xi)\alpha/(2\pi a)\), which depends on the gauge. The covariant regulator avoids this. It makes \(H'\) vanish at \(s=0\) as well as at infinity, so \(\int_0^\infty H''ds=0\) and the gauge part adds nothing to \(\delta m\).

Dimensional regularization follows by putting (18) into (6), with \(e_0\) the bare charge in \(d\) dimensions:

\[
\Sigma=e_0^2C_d\,\Gamma(3-d)E^{d-3}\Big[1+\frac{(1-\xi)(d-3)}2\Big]. \tag{19}
\]

The integral converges for \(2<d<3\) and is then continued. Near \(d=3\) it behaves as \(e_0^2/[4\pi(3-d)]\), independent of both \(E\) and \(\xi\). This pole is the trace of the linear divergence. At \(d=4\) no mass counterterm is needed, because \(\Sigma\) is proportional to a positive power of \(E\).

For \(d=4-2\epsilon\), \(\Gamma(3-d)\simeq-1/(2\epsilon)\), so the pole is \(-(3-\xi)\alpha E/(4\pi\epsilon)\) and \(Z_h=1+(3-\xi)\alpha/(4\pi\epsilon)\). Fixed \(e_0^2=4\pi\alpha\mu^{2\epsilon}\) implies \(d\alpha/d\ln\mu=-2\epsilon\alpha\), which reproduces (17).

## Beyond first order

Equation (3) is not an expansion in \(\alpha\). Differentiating it gives \(w'(T)=-e^2\int_0^TD_{00}\,ds\). Since \(e^2\int_0^\infty D_{00}\,ds=\delta m\), equation (18) yields \(w'=-\delta m+A/T\) at long times. The constant of integration follows from (13), because the Laplace transform of \(w\) is \(-\Sigma/E^2\) and that of \(\ln T\) is \(-(\ln E+\gamma_E)/E\):

\[
w(T)=-\delta m\,T+A\Big[\ln\frac{\Lambda T}{2}+\frac{\gamma_E}2\Big]+\frac{(3+\xi)\alpha}{4\pi}. \tag{20}
\]

After mass subtraction \(S(T)\propto(\Lambda T)^A\). We may therefore take \(Z_h=(\Lambda/\mu)^A\), and (17) has no higher-order corrections in this model. For \(A>-1\) the Laplace transform behaves as

\[
S(E)\propto E^{-1-A},\qquad E\ll\Lambda . \tag{21}
\]

Because photons are massless, states of the charge with soft photons extend down to the threshold, which for general \(\xi\) is a branch point with a gauge-dependent exponent. At \(\xi=3\) the leading singularity is a simple pole. Light charged fields would invalidate this argument, since the photon distribution would no longer be Gaussian.

## Reading the numbers

The example takes \(\Lambda=100\) keV, \(E=1\) keV and \(\mu=10\) keV. The cutoff lies below the electron rest energy of 511 keV, so electron loops are suppressed; they are neglected. From (11),

\[
\delta m=0.007297353\times0.282095\times100\ \text{keV}=205.85\ \text{eV}=7.565\ \text{hartree}.
\]

The Gaussian charge with this electrostatic energy has a standard deviation of 1.973 pm along each axis, and \(m_0=-205.85\) eV. A Pauli–Villars cutoff at the same \(\Lambda\) would give \(0.5\,\alpha\Lambda=364.9\) eV, so neither value is a measurable mass.

The table compares \(\Sigma-\delta m\), from Gauss–Legendre quadrature of (8), with the linear terms in (13).

| \(\xi\) | \(\Sigma-\delta m\) (eV) | Equation (13) (eV) | \(\gamma_h\) |
|---|---:|---:|---:|
| 0 | −14.427 | −14.367 | −0.001742 |
| 1 | −10.760 | −10.739 | −0.001161 |
| 3 | −3.425 | −3.484 | 0 |

In Landau gauge, \(L=\ln0.02+0.2886=-3.623\) and \(\alpha E/2\pi=1.1614\) eV. Equation (13) then gives \(1.1614\,[3(-3.623)-1.5]=-14.37\) eV. The differences between the two energy columns are −0.060, −0.021 and +0.059 eV. Equation (14) predicts −0.062, −0.021 and +0.062 eV, which accounts for their signs and most of their size.

The entry at \(\xi=3\) is not zero. That gauge removes the logarithm, while the finite term \(-3\alpha E/(2\pi)\) remains.

The logarithm can be isolated from computed self-energies through

\[
\frac{\Sigma(-2E)-2\Sigma(-E)+\delta m}{2E\ln2}\to A,
\]

because all other terms linear in \(E\) cancel. At \(E=10^{-4}\Lambda\) in Landau gauge, this gives \(3-\xi=2.9992\) with the Gaussian regulator and 2.9993 with Pauli–Villars. The logarithmic coefficient is common to both, although their mass shifts differ by a factor of 1.77.

Between \(\Lambda\) and \(\mu\), the Landau-gauge factor \(Z_h\) is \(1+0.0034842\ln10=1.008023\) at first order and \(10^{0.0034842}=1.008055\) after exponentiation. At \(T=1/E\) the mass-subtracted propagator is 1.0165, 1.0122 and 1.0035 for \(\xi=0,1,3\). These values exceed one and depend on the gauge, so they cannot be survival probabilities.

The power law (21) is easier to see at an artificially large coupling, \(\alpha=0.5\). Numerical Laplace transforms of (3) at \(E=10^{-4}\Lambda\) and \(2\times10^{-4}\Lambda\) give a Landau-gauge exponent \(A=0.23872\), while (15) gives 0.23873.
